# Exchange self-interaction of LSDA for the hydrogen 1s density

## Question

I am trying to see self-interaction error in the simplest case, the hydrogen atom. There is one electron, so it should not repel anything. But the Hartree energy computed from its density is not zero, and I understand that the exchange energy has to remove it.

I took the exact 1s density and the local density formula for exchange,

$$E_x=-\frac34\left(\frac3\pi\right)^{1/3}e^2\int n^{4/3}\,d^3r ,$$

and got about $-0.213$ hartree. That seems much too small to cancel the Hartree energy. I was then told to use the "spin-polarized" version, but I don't know where its prefactor comes from.

Could someone work out the Hartree energy and the spin-polarized LDA exchange energy analytically for this density, and show how much self-interaction is left? And is the leftover the whole error of the functional?

## Answer

Your integral is right, but your prefactor belongs to a gas with equal numbers of up and down spins. Hydrogen has one electron, and all of its density sits in one spin channel. The correct prefactor is larger, though still not large enough for full cancellation.

I use Gaussian units and a nonrelativistic atom with a fixed point nucleus. The density is

$$n(r)=\frac{e^{-2r/a}}{\pi a^3},\qquad a=\frac{\hbar^2}{me^2}.$$

The energy $e^2/a$ is one hartree, and $a$ is one bohr. The radial integrals below follow from

$$\int_0^\infty r^p e^{-\beta r}\,dr=\frac{p!}{\beta^{p+1}} .$$

For instance, $\int n\,d^3r=(4/a^3)\cdot 2(a/2)^3=1$, as it should be.

### What has to cancel

The Hartree energy is the classical electrostatic energy of the density with itself:

$$U=\frac{e^2}{2}\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

The exchange energy of occupied orbitals $\varphi_i$ of one spin is

$$E_x=-\frac{e^2}{2}\sum_{i,j}\iint\frac{\varphi_i^*(\mathbf r)\varphi_j(\mathbf r)\,\varphi_j^*(\mathbf r')\varphi_i(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

With a single orbital $\varphi$, the sum has one term, $i=j$. Its numerator is $|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2=n(\mathbf r)n(\mathbf r')$, so

$$E_x^{\text{exact}}=-U .$$

A one-electron Hamiltonian contains no electron-electron repulsion, so Hartree, exchange and correlation energies must add to zero. Since the first two already do, the exact correlation energy is zero. For an approximate exchange functional, the residual exchange self-interaction is therefore

$$\Delta_x=U+E_x^{\text{approx}} .$$

### The Hartree energy

First find the potential energy $V(r)$ of a test electron in the field of the density. For a spherical charge distribution, the charge inside $r$ acts as if it were at the centre, and each shell of radius $s>r$ contributes its charge divided by $s$:

$$V(r)=e^2\left[\frac1r\int_0^r 4\pi s^2n(s)\,ds+\int_r^\infty 4\pi s\,n(s)\,ds\right].$$

Integration by parts gives the inner charge,

$$\frac4{a^3}\int_0^r s^2e^{-2s/a}ds=1-e^{-2r/a}\left(1+\frac{2r}{a}+\frac{2r^2}{a^2}\right),$$

and the outer term,

$$\frac4{a^3}\int_r^\infty s\,e^{-2s/a}ds=e^{-2r/a}\left(\frac{2r}{a^2}+\frac1a\right).$$

Divide the first by $r$ and add the second. The terms in $2r/a^2$ cancel, and $-2/a+1/a=-1/a$, which leaves

$$V(r)=e^2\left[\frac1r-e^{-2r/a}\left(\frac1r+\frac1a\right)\right].$$

Far away this becomes $e^2/r$, the potential energy due to one full electron charge. At $r=4$ bohr it is 0.2496 hartree, already close to $1/4$. For small $r$, expanding the exponential gives

$$\left(1-\frac{2r}{a}+\dots\right)\left(\frac1r+\frac1a\right)=\frac1r-\frac1a+O(r),$$

so $V(0)=e^2/a$ is finite.

Now $U=\frac12\int nV\,d^3r$. The factor $\frac12$ is the one in the definition of $U$. Since $\frac12\cdot4\pi r^2n=(2r^2/a^3)e^{-2r/a}$, the substitution $x=r/a$ gives

$$U=\frac{2e^2}{a}\left[\int_0^\infty xe^{-2x}dx-\int_0^\infty xe^{-4x}dx-\int_0^\infty x^2e^{-4x}dx\right].$$

The three integrals are $1/4$, $1/16$ and $2/64=1/32$. Hence

$$U=\frac{2e^2}{a}\left(\frac{8}{32}-\frac{2}{32}-\frac1{32}\right)=\frac5{16}\frac{e^2}{a}=0.3125\ \text{hartree}.$$

### Where the spin-polarized prefactor comes from

The local spin-density approximation (LSDA) takes the exchange energy per volume of a uniform gas and applies it at each point with the local spin densities. We need a gas whose electrons all have the same spin.

Fill all plane waves with $k<k_F$, one electron per state. The density is

$$n=\frac1{(2\pi)^3}\frac{4\pi}{3}k_F^3=\frac{k_F^3}{6\pi^2}.$$

In the exchange formula, the sums over $i$ and $j$ combine into $|\gamma(s)|^2$, where $s=|\mathbf r-\mathbf r'|$ and $\gamma$ is the one-particle density matrix:

$$\gamma(s)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf s}
=\frac1{2\pi^2s}\int_0^{k_F}k\sin(ks)\,dk .$$

The angular integration has been done in the second form. With $y=k_Fs$, the remaining integral is $(\sin y-y\cos y)/s^2$. Therefore

$$\gamma(s)=\frac{k_F^3}{2\pi^2}\,\frac{\sin y-y\cos y}{y^3}=3n\,\frac{j_1(y)}{y},\qquad j_1(y)=\frac{\sin y-y\cos y}{y^2}.$$

The exchange energy per volume is then

$$\epsilon_x=-\frac{e^2}{2}\int\frac{|\gamma(s)|^2}{s}\,d^3s
=-\frac{e^2}{2}\,9n^2\,4\pi\int_0^\infty s\,\frac{j_1^2(y)}{y^2}\,ds .$$

Because $s\,ds=y\,dy/k_F^2$,

$$\epsilon_x=-\frac{18\pi e^2n^2}{k_F^2}\int_0^\infty\frac{j_1^2(y)}{y}\,dy .$$

To do this integral, let $j_0=\sin y/y$. Direct differentiation gives $j_0'=-j_1$ and $j_1'=j_0-2j_1/y$, so

$$\frac{d}{dy}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{y}=-\frac{4j_1^2}{y}.$$

The sum $j_0^2+j_1^2$ falls from 1 at $y=0$ to 0 at infinity, so the integral equals $1/4$. Using $n/k_F^2=k_F/(6\pi^2)$,

$$\epsilon_x=-\frac{9\pi}{2}\frac{e^2n^2}{k_F^2}=-\frac{3e^2}{4\pi}k_Fn .$$

Finally, $k_F=(6\pi^2n)^{1/3}$ and $(6\pi^2)^{1/3}/\pi=(6/\pi)^{1/3}$, which gives

$$\epsilon_x=-\frac34\left(\frac6\pi\right)^{1/3}e^2n^{4/3}.$$

Your formula follows if the same density is split equally between the two spins. Exchange acts between electrons of like spin, so each channel contributes separately, and $n^{4/3}$ is replaced by

$$2\left(\frac n2\right)^{4/3}=2^{-1/3}n^{4/3}.$$

This turns $(6/\pi)^{1/3}$ into $(3/\pi)^{1/3}$.

### LSDA exchange for hydrogen

The density integral is

$$\int n^{4/3}d^3r=\frac{4\pi}{(\pi a^3)^{4/3}}\int_0^\infty r^2e^{-8r/(3a)}dr
=\frac{4\pi}{\pi^{4/3}a^4}\cdot2\left(\frac{3a}{8}\right)^3=\frac{27}{64\,\pi^{1/3}a}.$$

Multiplying by the polarized prefactor gives

$$E_x^{\text{LSDA}}=-\frac34\left(\frac6\pi\right)^{1/3}\frac{27}{64\,\pi^{1/3}}\frac{e^2}{a}
=-\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3}\frac{e^2}{a}.$$

In numbers, the prefactor is 0.93053 and the density integral is 0.28805 bohr$^{-1}$, so

$$E_x^{\text{LSDA}}=-0.93053\times0.28805=-0.2680\ \text{hartree}.$$

### What is left

The residual exchange self-interaction is

$$\Delta_x=\left[\frac5{16}-\frac{81}{256}\left(\frac6{\pi^2}\right)^{1/3}\right]\frac{e^2}{a}
=0.3125-0.2680=0.0445\ \text{hartree},$$

or 1.21 eV. It is positive: within Hartree plus LSDA exchange, the electron still repels itself. LSDA exchange cancels 85.8% of $U$ and leaves 14.2%.

Your unpolarized formula gives $-0.2127$ hartree and leaves 0.0998 hartree, more than twice as much. The difference between the two residuals comes from assigning half of the electron to each spin.

The cancellation does not happen point by point, as one way of distributing the energies over space shows. Write both exchange energies as $\int n(r)\,(\dots)\,d^3r$ and compare the energies per electron:

- The exact one can be taken as $-V(r)/2$, since $E_x^{\text{exact}}=-\frac12\int nV\,d^3r$.
- The LSDA one is $-\frac34(6/\pi)^{1/3}e^2n^{1/3}$.

At the nucleus the exact value is $-\frac12e^2/a$, while LSDA gives $-\frac34(6/\pi^2)^{1/3}e^2/a$. The LSDA value is the more negative, because $6/\pi^2>(2/3)^3$. Far out, the exact value falls off slowly as $-e^2/(2r)$, but the LSDA value dies exponentially, as $e^{-2r/(3a)}$. With these energies per electron, LSDA overcorrects near the nucleus and undercorrects in the tail, and since $\Delta_x>0$ the undercorrection wins for this density. This local picture depends on the chosen split: only the integral is fixed, and any term that integrates to zero against $n$ could be added to an energy per electron. The exchange potentials compare differently. The exact one is $\delta(-U)/\delta n=-V(r)$, and the LSDA one is $d\epsilon_x/dn=-(6/\pi)^{1/3}e^2n^{1/3}$. At the nucleus these are $-e^2/a$ and $-(6/\pi^2)^{1/3}e^2/a$, so there the LSDA potential is the weaker one, because $6<\pi^2$.

Making the atom more compact does not reduce the relative error. For a one-electron ion of nuclear charge $Z$, in the same nonrelativistic model, $a$ is replaced by $a/Z$. Both $U$ and $E_x^{\text{LSDA}}$ are proportional to $1/a$, so the residual grows as $Z$ while the uncancelled fraction stays at 14.2%.

### Is this the whole error of the functional?

No. A complete LSDA functional also has a correlation part, built from the correlation energy of the uniform gas. For one electron it should vanish, but it does not. I evaluated the Perdew–Wang form of LSDA correlation for the same fully polarized density, by numerical quadrature over the radius, and obtained $-0.0222$ hartree. The total self-interaction error on this density is then

$$0.0445-0.0222=0.0223\ \text{hartree},$$

or 0.61 eV. Here two errors of opposite sign partly compensate: exchange removes too little self-repulsion, and correlation supplies a negative energy that should not exist.

All these values belong to the exact 1s density. A self-consistent LSDA calculation minimizes its own total energy and arrives at a somewhat different density, on which $U$, $E_x^{\text{LSDA}}$ and the residual must be evaluated anew.
